# Why hydrogen's (+/-) level follows the midpoint of dangling-bond energies: test program

```python
"""Hydrogen (+/-) level as the midpoint of dangling-bond energies.

Result under test: L = [E(H-) - E(H+)]/2 equals the midpoint of the cation
and anion hybrid energies, apart from the difference of the two H-bond gains.
H+ : H bonded to the anion hybrid, cation hybrid empty.
H- : H bonded to the cation hybrid, anion hybrid doubly filled.
mid, half : midpoint and half-difference of cation and anion hybrid energies
split     : p energy minus s energy on each atom
e_h       : hydrogen orbital energy;  t_a, t_c : H-anion, H-cation coupling
All energies are in eV from vacuum. All model parameters are round choices.
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
SS, SP, PP_SIGMA, PP_PI = -1.8, 2.4, 4.2, -1.0
MID, SPLIT, T_H = -4.5, 6.0, 4.0
DIRECTIONS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1],
                       [-1, -1, 1]]) / np.sqrt(3)


# ---------- three orbitals: cation hybrid, anion hybrid, hydrogen ----------
def three_levels(c, a, e_h, t, site):
    matrix = np.diag([c, a, e_h]).astype(float)
    k = 0 if site == "cation" else 1
    matrix[k, 2] = matrix[2, k] = -t
    return np.linalg.eigvalsh(matrix)


def fill(levels, electrons):
    return np.repeat(levels, 2)[:electrons].sum()


def bond_formula(c, a, e_h, t_a, t_c):
    m, d = (c + a) / 2, (c - a) / 2
    s_c = np.hypot((c - e_h) / 2, t_c)
    s_a = np.hypot((a - e_h) / 2, t_a)
    return m - (d * (m - e_h) + t_c**2 - t_a**2) / (s_c + s_a)


rng = np.random.default_rng(4)
for _ in range(200):
    a = rng.uniform(-8, -5)
    c = a + rng.uniform(0.5, 6)
    e_h = rng.uniform(-8, -3)
    t_a, t_c = rng.uniform(2, 5, 2)
    e_plus = 2 * np.linalg.eigvalsh([[a, t_a], [t_a, e_h]])[0]
    e_minus = 2 * np.linalg.eigvalsh([[c, t_c], [t_c, e_h]])[0] + 2 * a
    assert abs((e_minus - e_plus) / 2
               - bond_formula(c, a, e_h, t_a, t_c)) < 1e-10
    b_a = np.linalg.eigvalsh([[a, t_a], [t_a, e_h]])[0]
    b_c = np.linalg.eigvalsh([[c, t_a], [t_a, e_h]])[0]
    equal_t = b_c + a - b_a
    m = (a + c) / 2
    assert min(m, e_h) - 1e-10 <= equal_t <= max(m, e_h) + 1e-10

# Free choice of site and filling: preferred sites and negative U.
c3, a3, h3 = MID + 2, MID - 2, MID - 2
best = {}
for n_el in (2, 3, 4):
    trial = {s: fill(three_levels(c3, a3, h3, T_H, s), n_el)
             for s in ("cation", "anion")}
    best[n_el] = min(trial.values())
    if n_el == 2:
        assert trial["anion"] < trial["cation"]
    if n_el == 4:
        assert trial["cation"] < trial["anion"]
bond_level = (best[4] - best[2]) / 2
bond_u = best[2] + best[4] - 2 * best[3]
assert abs(bond_level - bond_formula(c3, a3, h3, T_H, T_H)) < 1e-10
assert abs(bond_u + 2 * min(c3 - bond_level, bond_level - a3)) < 1e-10


# ---------- on-site repulsion: full Fock space of the three sites ----------
def annihilators(modes):
    z, one = np.diag([1.0, -1.0]), np.eye(2)
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    result = []
    for k in range(modes):
        op = np.eye(1)
        for j in range(modes):
            op = np.kron(op, z if j < k else lower if j == k else one)
        result.append(op)
    return result


OPS = annihilators(6)
NUM = [op.T @ op for op in OPS]


def fock_energy(site_energy, u, t, partner, electrons):
    ham = np.zeros((64, 64))
    for s in range(3):
        ham += site_energy[s] * (NUM[2 * s] + NUM[2 * s + 1])
        ham += u * NUM[2 * s] @ NUM[2 * s + 1]
    for spin in range(2):
        hop = OPS[2 * partner + spin].T @ OPS[4 + spin]
        ham -= t * (hop + hop.T)
    keep = np.flatnonzero(np.isclose(np.diag(sum(NUM)), electrons))
    return np.linalg.eigvalsh(ham[np.ix_(keep, keep)])[0]


def correlated_gain(difference, u, t):
    r = np.sqrt(2) * t
    return np.linalg.eigvalsh([[0, r, r], [r, u + difference, 0],
                               [r, 0, u - difference]])[0]


U_SITE, E_C, E_A = 8.0, -6.5, -10.5
fock_levels = []
for e_hyd in (-8.5, -10.5):
    energies = (E_C, E_A, e_hyd)
    value = (fock_energy(energies, U_SITE, T_H, 0, 4)
             - fock_energy(energies, U_SITE, T_H, 1, 2)) / 2
    expected = (E_C + E_A + U_SITE) / 2 + (
        correlated_gain(E_C - e_hyd, U_SITE, T_H)
        - correlated_gain(E_A - e_hyd, U_SITE, T_H)) / 2
    assert abs(value - expected) < 1e-9
    fock_levels.append(value)
assert abs(fock_levels[0] - (E_C + E_A + U_SITE) / 2) < 1e-9


# ---------- sp3 zinc-blende supercell ----------
def crystal(n, mid, half, split, cut=True):
    """Hamiltonian of n^3 atom pairs and the two hybrids of one bond."""
    pairs = n**3
    ham = np.zeros((8 * pairs, 8 * pairs))
    for sub, hybrid_energy in enumerate((mid + half, mid - half)):
        onsite = [hybrid_energy - 0.75 * split] + \
                 [hybrid_energy + 0.25 * split] * 3
        for i in range(pairs):
            k = 4 * (sub * pairs + i)
            ham[range(k, k + 4), range(k, k + 4)] = onsite
    shifts = [(0, 0, 0), (-1, 0, 0), (0, -1, 0), (0, 0, -1)]
    for cell in itertools.product(range(n), repeat=3):
        i = (cell[0] * n + cell[1]) * n + cell[2]
        for number, (shift, l) in enumerate(zip(shifts, DIRECTIONS)):
            if cut and i == 0 and number == 0:
                continue
            q = [(x + y) % n for x, y in zip(cell, shift)]
            j = pairs + (q[0] * n + q[1]) * n + q[2]
            block = np.empty((4, 4))
            block[0, 0] = SS
            block[0, 1:] = SP * l
            block[1:, 0] = -SP * l
            block[1:, 1:] = (PP_SIGMA - PP_PI) * np.outer(l, l) \
                + PP_PI * np.eye(3)
            ham[4 * i:4 * i + 4, 4 * j:4 * j + 4] += block
            ham[4 * j:4 * j + 4, 4 * i:4 * i + 4] += block.T
    cation, anion = np.zeros(8 * pairs), np.zeros(8 * pairs)
    cation[:4] = np.r_[1, np.sqrt(3) * DIRECTIONS[0]] / 2
    anion[4 * pairs:4 * pairs + 4] = \
        np.r_[1, -np.sqrt(3) * DIRECTIONS[0]] / 2
    return ham, cation, anion


def add_hydrogen(ham, hybrid, e_h, t):
    size = len(ham)
    out = np.zeros((size + 1, size + 1))
    out[:size, :size] = ham
    out[size, size] = e_h
    out[size, :size] = out[:size, size] = -t * hybrid
    return out


def hydrogen_level(cut_crystal, e_h, t_a=T_H, t_c=T_H):
    """Return L and the spectra with H on the anion and on the cation."""
    ham, cation, anion = cut_crystal
    filled = len(ham) // 2
    at_a = np.linalg.eigvalsh(add_hydrogen(ham, anion, e_h, t_a))
    at_c = np.linalg.eigvalsh(add_hydrogen(ham, cation, e_h, t_c))
    level = at_c[:filled + 1].sum() - at_a[:filled].sum()
    return level, at_a, at_c


# Mirror theorem: equal s and p energies, hydrogen at the midpoint.
mirror = []
for half in (1.0, 3.0):
    mirror.append(hydrogen_level(crystal(3, MID, half, 0.0), MID)[0])
    assert abs(mirror[-1] - MID) < 1e-8

E_LOW = MID - 2.0
series = []
for half in (1.0, 2.0, 3.0, 4.0):
    bulk = np.linalg.eigvalsh(crystal(4, MID, half, SPLIT, cut=False)[0])
    filled = len(bulk) // 2
    gamma_top = MID + SPLIT / 4 - np.hypot(
        half, 4 / 3 * (PP_SIGMA + 2 * PP_PI))
    assert np.min(abs(bulk - gamma_top)) < 1e-8
    cut_crystal = crystal(4, MID, half, SPLIT)
    vals, vecs = np.linalg.eigh(cut_crystal[0])
    w_a = (cut_crystal[2] @ vecs[:, filled - 1])**2
    w_c = (cut_crystal[1] @ vecs[:, filled])**2
    aligned = hydrogen_level(cut_crystal, MID)
    lowered = hydrogen_level(cut_crystal, E_LOW)
    series.append([half, bulk[filled - 1], bulk[filled], vals[filled - 1],
                   vals[filled], w_a, w_c, aligned[0], lowered[0]])
    if half == 2.0:
        ref_cut, ref_vals, ref_vecs = cut_crystal, vals, vecs
        ref_aligned, ref_lowered = aligned, lowered
series = np.array(series)
spread = np.ptp(series, axis=0)
assert spread[7] < spread[1]

# Total energies against the Green-function integral, hydrogen lowered.
level, at_a, at_c = ref_lowered
filled = len(ref_vals) // 2
top_filled = max(at_a[filled - 1], at_c[filled])
low_empty = min(at_a[filled], at_c[filled + 1])
assert top_filled < low_empty
mu = (top_filled + low_empty) / 2
weight_c = (ref_cut[1] @ ref_vecs)**2
weight_a = (ref_cut[2] @ ref_vecs)**2


def log_ratio(w):
    z = mu + 1j * w
    f_a = 1 - T_H**2 * np.sum(weight_a / (z - ref_vals)) / (z - E_LOW)
    f_c = 1 - T_H**2 * np.sum(weight_c / (z - ref_vals)) / (z - E_LOW)
    return np.log(abs(f_a) / abs(f_c))


integral = quad(log_ratio, 0, 20, limit=400)[0] \
    + quad(log_ratio, 20, np.inf, limit=400)[0]
green_level = mu + integral / np.pi
assert abs(green_level - level) < 1e-5

# Site preference and negative U in the crystal, hydrogen aligned.
level, at_a, at_c = ref_aligned
e_plus, e_minus = fill(at_a, 2 * filled), fill(at_c, 2 * filled + 2)
assert e_plus < fill(at_c, 2 * filled)
assert e_minus < fill(at_a, 2 * filled + 2)
e_zero = min(fill(at_a, 2 * filled + 1), fill(at_c, 2 * filled + 1))
crystal_u = e_plus + e_minus - 2 * e_zero
assert crystal_u < 0

# Response to a common shift of the crystal energies, hydrogen held fixed.
step = 0.05
shifted = [hydrogen_level(crystal(4, MID + s, 2.0, SPLIT), MID)[0]
           for s in (-step, step)]
slope = (shifted[1] - shifted[0]) / (2 * step)
state_a = np.linalg.eigh(add_hydrogen(ref_cut[0], ref_cut[2], MID, T_H))[1]
state_c = np.linalg.eigh(add_hydrogen(ref_cut[0], ref_cut[1], MID, T_H))[1]
n_plus = 2 * np.sum(state_a[-1, :filled]**2)
n_minus = 2 * np.sum(state_c[-1, :filled + 1]**2)
charge_slope = 1 - (n_minus - n_plus) / 2
assert abs(slope - charge_slope) < 1e-3  # finite-difference error

# Unequal H bonds and supercell size.
unequal = hydrogen_level(ref_cut, MID, t_a=4.5, t_c=3.5)[0]
assert unequal > ref_aligned[0]
large = hydrogen_level(crystal(5, MID, 2.0, SPLIT), MID)[0]
assert abs(large - ref_aligned[0]) < 0.1  # finite supercell

# ---------- printed results ----------
print(f"Hybrid midpoint m (input): {MID:.2f} eV = {MID/HARTREE:.4f} hartree")
print(f"s-p splitting: {SPLIT:.1f} eV; H coupling: {T_H:.1f} eV")
print(f"ss, sp, pp-sigma, pp-pi: {SS}, {SP}, {PP_SIGMA}, {PP_PI} eV")
print(f"Hydrogen energy, aligned / lowered: {MID:.1f} / {E_LOW:.1f} eV")
print("Three-orbital model, D = 2 eV, hydrogen lowered:")
print(f"  L = {bond_level:.3f} eV; U_eff = {bond_u:.3f} eV")
print(f"Correlated model: e_c = {E_C}, e_a = {E_A}, U = {U_SITE} eV")
print(f"  midpoint of removal energies e: {(E_C+E_A)/2:.2f} eV")
print(f"  L with e_H = -8.5 eV: {fock_levels[0]:.3f} eV")
print(f"  L with e_H = -10.5 eV: {fock_levels[1]:.3f} eV")
print(f"Mirror crystal, L at D = 1 and 3 eV: {mirror[0]:.6f}, "
      f"{mirror[1]:.6f} eV")
print("Series of 128-atom cells, energies in eV:")
print("  D   VBM    CBM    cut-filled cut-empty cut-mid  L-aligned L-lowered")
for r in series:
    print(f"  {r[0]:.0f} {r[1]:6.3f} {r[2]:6.3f} {r[3]:9.3f} {r[4]:9.3f} "
          f"{(r[3]+r[4])/2:8.3f} {r[7]:9.3f} {r[8]:9.3f}")
print("Hybrid weight of cut-filled (anion) and cut-empty (cation) state:")
for r in series:
    print(f"  D = {r[0]:.0f} eV: {r[5]:.3f}, {r[6]:.3f}")
print(f"Spread of VBM over series: {spread[1]:.3f} eV")
print(f"Spread of CBM over series: {spread[2]:.3f} eV")
print(f"Spread of L, hydrogen aligned: {spread[7]:.3f} eV")
print(f"Spread of L, hydrogen lowered: {spread[8]:.3f} eV")
mean_level = series[:, 7].mean()
print(f"Mean L, hydrogen aligned: {mean_level:.3f} eV = "
      f"{mean_level/HARTREE:.4f} hartree")
print(f"Largest |L - m|, aligned: {max(abs(series[:, 7]-MID)):.3f} eV")
print(f"Largest |L - m|, lowered: {max(abs(series[:, 8]-MID)):.3f} eV")
print("Reference member D = 2 eV:")
print(f"  L from total energies, lowered: {ref_lowered[0]:.6f} eV")
print(f"  L from Green functions, lowered: {green_level:.6f} eV")
print(f"  mu used in the integral: {mu:.3f} eV")
print(f"  U_eff, hydrogen aligned: {crystal_u:.3f} eV")
print(f"  electrons on H in H+ and H-: {n_plus:.4f}, {n_minus:.4f}")
print(f"  dL/dm, finite difference: {slope:.4f}")
print(f"  dL/dm, from H charges: {charge_slope:.4f}")
print(f"  L with t_a = 4.5, t_c = 3.5 eV, aligned: {unequal:.3f} eV")
print(f"  L in 128 / 250 atoms: {ref_aligned[0]:.4f} / {large:.4f} eV")
print("PASS")
```

Output:

```
Hybrid midpoint m (input): -4.50 eV = -0.1654 hartree
s-p splitting: 6.0 eV; H coupling: 4.0 eV
ss, sp, pp-sigma, pp-pi: -1.8, 2.4, 4.2, -1.0 eV
Hydrogen energy, aligned / lowered: -4.5 / -6.5 eV
Three-orbital model, D = 2 eV, hydrogen lowered:
  L = -4.972 eV; U_eff = -3.056 eV
Correlated model: e_c = -6.5, e_a = -10.5, U = 8.0 eV
  midpoint of removal energies e: -8.50 eV
  L with e_H = -8.5 eV: -4.500 eV
  L with e_H = -10.5 eV: -4.675 eV
Mirror crystal, L at D = 1 and 3 eV: -4.500000, -4.500000 eV
Series of 128-atom cells, energies in eV:
  D   VBM    CBM    cut-filled cut-empty cut-mid  L-aligned L-lowered
  1 -6.099 -1.841    -5.060    -3.723   -4.391    -4.343    -4.544
  2 -6.550 -1.680    -5.849    -3.171   -4.510    -4.387    -4.787
  3 -7.196 -1.410    -6.698    -2.637   -4.667    -4.440    -5.034
  4 -7.960 -1.030    -7.587    -2.076   -4.832    -4.483    -5.260
Hybrid weight of cut-filled (anion) and cut-empty (cation) state:
  D = 1 eV: 0.759, 0.713
  D = 2 eV: 0.748, 0.656
  D = 3 eV: 0.729, 0.593
  D = 4 eV: 0.708, 0.537
Spread of VBM over series: 1.861 eV
Spread of CBM over series: 0.811 eV
Spread of L, hydrogen aligned: 0.140 eV
Spread of L, hydrogen lowered: 0.716 eV
Mean L, hydrogen aligned: -4.413 eV = -0.1622 hartree
Largest |L - m|, aligned: 0.157 eV
Largest |L - m|, lowered: 0.760 eV
Reference member D = 2 eV:
  L from total energies, lowered: -4.787298 eV
  L from Green functions, lowered: -4.787298 eV
  mu used in the integral: -4.509 eV
  U_eff, hydrogen aligned: -2.432 eV
  electrons on H in H+ and H-: 0.8023, 1.2142
  dL/dm, finite difference: 0.7941
  dL/dm, from H charges: 0.7941
  L with t_a = 4.5, t_c = 3.5 eV, aligned: -3.451 eV
  L in 128 / 250 atoms: -4.3869 / -4.3875 eV
PASS
```
